# Debugging a numerical check: Bulk Diffusion and the Survival of Buried Alloys in a Miscibility Gap

```python
"""
Result under test: with kinetic diffusion coefficient D, the one-axis rms
spread after time t is sqrt(2 D t), and an unstable alloy unmixes at most at
rate Gamma (A-1)^2/(4A), so few hops per atom means almost no unmixing.
D: coefficient of the hops without mixing energy; Gamma = 6 D/d^2: hop rate;
d: hop length on an fcc sublattice; A = 2 Omega x(1-x)/(kT);
Omega: regular-solution energy per mixed site; x: composition.
Internal units: nm, s, eV, K. Material parameters are rough typical values.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ndtr

kB = k_joule / charge
day = 86400.0
D_cm = 1e-20
D = D_cm * 1e14
t = 3600.0
T = 800.0
x0 = 0.5
Omega = 0.18
a_small, a_large = 0.565, 0.610
a = (1 - x0) * a_small + x0 * a_large
plane = a / 2
d = a / np.sqrt(2)
kT = kB * T

# Spread of a sharp edge and hop statistics
spread = np.sqrt(2 * D * t)
spread_3d = np.sqrt(6 * D * t)
Gamma = 6 * D / d**2
hops = Gamma * t


def chain_generator(n, rate):
    """Nearest-neighbour hopping on a closed chain segment."""
    m = np.diag(np.full(n - 1, rate), 1) + np.diag(np.full(n - 1, rate), -1)
    return m - np.diag(m.sum(axis=0))


n_grid, h = 200, 0.006
z = (np.arange(n_grid) - (n_grid - 1) / 2) * h
edge = expm(chain_generator(n_grid, D / h**2) * t) @ (z > 0).astype(float)
z_low, z_high = np.interp([ndtr(-1), ndtr(1)], edge, z)
assert abs((z_high - z_low) / 2 / spread - 1) < 0.01
assert spread < 0.1 < spread_3d

# Four of the twelve hops go up one plane and four go down
n_planes = 40
layers = np.arange(n_planes)
prop = expm(chain_generator(n_planes, Gamma / 3) * t)
start = n_planes // 2
variance = np.sum(prop[:, start] * ((layers - start) * plane)**2)
assert abs(variance / spread**2 - 1) < 1e-8
edge_exchange = (prop @ (layers >= start).astype(float))[start - 1]

neighbours = np.array([(i, j, m) for i in (-1, 0, 1) for j in (-1, 0, 1)
                       for m in (-1, 0, 1)
                       if abs(i) + abs(j) + abs(m) == 2]) * a / 2
assert len(neighbours) == 12
rng = np.random.default_rng(7)
n_atoms = 400000
counts = rng.poisson(hops, n_atoms)
position = np.zeros((n_atoms, 3))
for step in range(counts.max()):
    moving = np.flatnonzero(counts > step)
    position[moving] += neighbours[rng.integers(0, 12, len(moving))]
square = np.sum(position**2, axis=1)
displaced = np.mean(square > 1e-6)
assert abs(np.mean(position[:, 2]**2) / spread**2 - 1) < 0.03
assert abs(np.mean(square) / spread_3d**2 - 1) < 0.03
assert displaced < hops
assert abs(displaced - (1 - np.exp(-hops))) < 0.003


# Miscibility gap
def free_energy(x):
    return Omega * x * (1 - x) + kT * (x * np.log(x)
                                       + (1 - x) * np.log(1 - x))


x_gap = brentq(lambda x: np.log(x / (1 - x)) + Omega * (1 - 2 * x) / kT,
               1e-6, 0.45)
left = np.linspace(0.001, 0.499, 499)[:, None]
right = np.linspace(0.501, 0.999, 499)[None, :]
weight = (right - x0) / (right - left)
mixture = weight * free_energy(left) + (1 - weight) * free_energy(right)
i_left, i_right = np.unravel_index(np.argmin(mixture), mixture.shape)
assert abs(left[i_left, 0] - x_gap) < 0.002
assert abs(right[0, i_right] - (1 - x_gap)) < 0.002
drive = free_energy(x0) - free_energy(x_gap)
T_critical = Omega / (2 * kB)
A = 2 * Omega * x0 * (1 - x0) / kT
curvature = kT / (x0 * (1 - x0)) - 2 * Omega
step_x = 1e-4
curvature_fd = (free_energy(x0 + step_x) - 2 * free_energy(x0)
                + free_energy(x0 - step_x)) / step_x**2
assert abs(curvature_fd - curvature) < 1e-5
assert curvature < 0 and A > 1

# Coherency strain: relax the normal strain at unit in-plane strain
C11, C12 = 105.0, 47.0
Y = C11 + C12 - 2 * C12**2 / C11
relaxed = minimize_scalar(lambda ez: 0.5 * C11 * (2 + ez**2)
                          + C12 * (1 + 2 * ez))
assert abs(relaxed.fun / Y - 1) < 1e-8
eta = (a_large - a_small) / a
site_volume = a**3 / 4
strain_curvature = 2 * eta**2 * Y * site_volume * 1e-18 / charge


# Nonlinear exchange kinetics of (001) planes, time in units of 1/Gamma
def exchange_rhs(_, x, elastic):
    local_mean = (x + np.roll(x, 1) + np.roll(x, -1)) / 3
    energy = Omega * (1 - 2 * local_mean) + elastic * (x - x0)
    x_up = np.roll(x, -1)
    half_bias = (energy - np.roll(energy, -1)) / (2 * kT)
    flux = (x * (1 - x_up) * np.exp(half_bias)
            - x_up * (1 - x) * np.exp(-half_bias))
    return -(flux - np.roll(flux, 1)) / 3


def simulated_rate(period, elastic):
    wave = np.cos(2 * np.pi * np.arange(period) / period)
    seed, duration = 1e-6, 20.0
    run = solve_ivp(exchange_rhs, (0, duration), x0 + seed * wave,
                    args=(elastic,), method="DOP853",
                    rtol=1e-11, atol=1e-14)
    assert run.success
    final = 2 * np.mean((run.y[:, -1] - x0) * wave)
    return np.log(final / seed) / duration


for period in (4, 10, 20):
    for elastic in (0.0, strain_curvature):
        g = (1 + 2 * np.cos(2 * np.pi / period)) / 3
        strain_term = x0 * (1 - x0) * elastic / kT
        predicted = (1 - g) * (A * g - 1 - strain_term)
        measured = simulated_rate(period, elastic)
        assert abs(measured - predicted) < 1e-4 * abs(predicted) + 1e-7
assert simulated_rate(10, 0.0) > 0
assert simulated_rate(10, strain_curvature) < 0

# Fastest wave: formula against a scan of all directions
R_max = Gamma * (A - 1)**2 / (4 * A)
q = rng.uniform(-2 * np.pi / a, 2 * np.pi / a, (200000, 3))
g_scan = np.mean(np.cos(q @ neighbours.T), axis=1)
scan_max = np.max(Gamma * (1 - g_scan) * (A * g_scan - 1))
assert abs(scan_max / R_max - 1) < 1e-3
g_best = (1 + 1 / A) / 2
wavelength = 2 * np.pi * plane / np.arccos((3 * g_best - 1) / 2)
q_line = np.linspace(0.001, np.pi / plane, 20001)
g_line = np.mean(np.cos(np.outer(q_line, neighbours[:, 2])), axis=1)
q_best = q_line[np.argmax((1 - g_line) * (A * g_line - 1))]
assert abs(2 * np.pi / q_best / wavelength - 1) < 2e-3
gain = np.expm1(R_max * t)

# Time for an imposed wave to reach half the equilibrium difference
seed_wave = 0.01
period = int(round(wavelength / plane))
target = 0.5 * (x0 - x_gap)


def half_unmixed(_, x, elastic):
    return np.max(np.abs(x - x0)) - target


half_unmixed.terminal = True
half_unmixed.direction = 1
wave = np.cos(2 * np.pi * np.arange(period) / period)
run = solve_ivp(exchange_rhs, (0, 5000), x0 + seed_wave * wave, args=(0.0,),
                events=half_unmixed, rtol=1e-8, atol=1e-10)
assert len(run.t_events[0]) == 1
t_half = run.t_events[0][0] / Gamma
assert t_half > 100 * t

# Sizes of neglected effects
E_act = 3.5
T_hot, T_room = 900.0, 300.0
hot_factor = np.exp(E_act / kB * (1 / T - 1 / T_hot))
A_hot = 2 * Omega * x0 * (1 - x0) / (kB * T_hot)
R_hot = Gamma * hot_factor * (A_hot - 1)**2 / (4 * A_hot)
room_log = E_act / kB * (1 / T - 1 / T_room) / np.log(10)
D_other = D / (A - 1)
spread_other = np.sqrt(2 * D_other * t)
R_other = R_max / (A - 1)
D_surface_cm = 1e-12
growth_um_h = 1.0
t_layer = plane / (growth_um_h * 1000 / 3600)
surface_spread = np.sqrt(2 * D_surface_cm * 1e14 * t_layer)
assert surface_spread > wavelength > spread

print(f"Kinetic diffusion coefficient D: {D_cm:.1e} cm2/s")
print(f"Time: {t:.0f} s")
print(f"Product D t: {D * t:.4f} nm2")
print(f"One-axis rms spread: {spread:.4f} nm = {10 * spread:.3f} angstrom")
print(f"Three-dimensional rms displacement: {spread_3d:.4f} nm")
print(f"End-member lattice constants (rough): {a_small:.3f}, {a_large:.3f} nm")
print(f"Alloy lattice constant: {a:.4f} nm")
print(f"Plane spacing: {plane:.4f} nm")
print(f"Hop length: {d:.4f} nm")
print(f"Hop rate per atom: {Gamma:.3e} 1/s")
print(f"Mean hops per atom in the hour: {hops:.4f}")
print(f"Displaced fraction, random walk: {100 * displaced:.1f} %")
print(f"Exchange in the plane at a sharp edge: {100 * edge_exchange:.2f} %")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Composition x: {x0:.2f}")
print(f"Mixing parameter Omega (rough): {Omega:.3f} eV")
print(f"Critical temperature without strain: {T_critical:.0f} K")
print(f"Gap limits in x: {x_gap:.3f} and {1 - x_gap:.3f}")
print(f"Energy gain of separation per site: {drive:.5f} eV")
print(f"Driving ratio A: {A:.4f}")
print(f"True interdiffusion coefficient: {D_cm * (1 - A):.3e} cm2/s")
print(f"Fastest wavelength along [001]: {wavelength:.2f} nm")
print(f"Maximum growth rate: {R_max:.3e} 1/s")
print(f"Shortest e-folding time: {1 / R_max / day:.1f} days")
print(f"Wave amplitude gain in the hour: {100 * gain:.3f} %")
print(f"Imposed wave amplitude in x: {seed_wave:.3f}")
print(f"Period of imposed wave: {period} planes")
print(f"Target amplitude in x: {target:.3f}")
print(f"Time to target amplitude: {t_half / day:.1f} days")
print(f"Elastic constants C11, C12 (rough): {C11:.0f}, {C12:.0f} GPa")
print(f"Biaxial modulus: {Y:.1f} GPa")
print(f"Relative lattice change per unit x: {eta:.4f}")
print(f"Volume per mixed site: {site_volume:.5f} nm3")
print(f"Chemical curvature f'': {curvature:.4f} eV")
print(f"Coherency-strain curvature: {strain_curvature:.4f} eV")
print(f"Total coherent curvature: {curvature + strain_curvature:.4f} eV")
print(f"Activation energy (rough): {E_act:.1f} eV")
print(f"Hot anneal temperature: {T_hot:.0f} K")
print(f"Hot anneal factor on D: {hot_factor:.0f}")
print(f"Hot anneal spread in one hour: {spread * hot_factor**0.5:.2f} nm")
print(f"Hot anneal e-folding time, no strain: {1 / R_hot / 3600:.1f} h")
print(f"Storage temperature: {T_room:.0f} K")
print(f"log10 of storage factor on D: {room_log:.1f}")
print(f"Other reading of D, kinetic value: {D_other * 1e-14:.2e} cm2/s")
print(f"Other reading of D, one-axis spread: {spread_other:.3f} nm")
print(f"Other reading of D, e-folding time: {1 / R_other / day:.1f} days")
print(f"Surface diffusion coefficient (rough): {D_surface_cm:.1e} cm2/s")
print(f"Growth rate (rough): {growth_um_h:.1f} um/h")
print(f"Time to grow one plane: {t_layer:.2f} s")
print(f"One-axis surface spread in that time: {surface_spread:.1f} nm")
print("ALL CHECKS PASSED")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 143, in <module>
    assert abs(measured - predicted) < 1e-4 * abs(predicted) + 1e-7
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the program's test of exchange kinetics, not in the growth-rate formula. The strained wave with a period of four planes is predicted to decay so fast that, after the 20 hop times simulated, its amplitude was far below floating-point rounding around x = 0.5, and the logarithm then measured rounding noise. Every wave in this test is now followed for 2 hop times, which keeps its amplitude well above rounding and solver error. The tested cases, formulas, and tolerances are unchanged.

The change:

```diff
@@ -125,6 +125,7 @@
 
 def simulated_rate(period, elastic):
+    """Short run: even the fastest decay stays far above rounding error."""
     wave = np.cos(2 * np.pi * np.arange(period) / period)
-    seed, duration = 1e-6, 20.0
+    seed, duration = 1e-6, 2.0
     run = solve_ivp(exchange_rhs, (0, duration), x0 + seed * wave,
                     args=(elastic,), method="DOP853",
```

The mended program passes:

```
Kinetic diffusion coefficient D: 1.0e-20 cm2/s
Time: 3600 s
Product D t: 0.0036 nm2
One-axis rms spread: 0.0849 nm = 0.849 angstrom
Three-dimensional rms displacement: 0.1470 nm
End-member lattice constants (rough): 0.565, 0.610 nm
Alloy lattice constant: 0.5875 nm
Plane spacing: 0.2937 nm
Hop length: 0.4154 nm
Hop rate per atom: 3.477e-05 1/s
Mean hops per atom in the hour: 0.1252
Displaced fraction, random walk: 11.6 %
Exchange in the plane at a sharp edge: 3.92 %
Temperature: 800 K
Thermal energy kT: 0.06894 eV
Composition x: 0.50
Mixing parameter Omega (rough): 0.180 eV
Critical temperature without strain: 1044 K
Gap limits in x: 0.122 and 0.878
Energy gain of separation per site: 0.00350 eV
Driving ratio A: 1.3055
True interdiffusion coefficient: -3.055e-21 cm2/s
Fastest wavelength along [001]: 3.07 nm
Maximum growth rate: 6.214e-07 1/s
Shortest e-folding time: 18.6 days
Wave amplitude gain in the hour: 0.224 %
Imposed wave amplitude in x: 0.010
Period of imposed wave: 10 planes
Target amplitude in x: 0.189
Time to target amplitude: 59.0 days
Elastic constants C11, C12 (rough): 105, 47 GPa
Biaxial modulus: 109.9 GPa
Relative lattice change per unit x: 0.0766
Volume per mixed site: 0.05069 nm3
Chemical curvature f'': -0.0842 eV
Coherency-strain curvature: 0.4081 eV
Total coherent curvature: 0.3239 eV
Activation energy (rough): 3.5 eV
Hot anneal temperature: 900 K
Hot anneal factor on D: 282
Hot anneal spread in one hour: 1.42 nm
Hot anneal e-folding time, no strain: 5.1 h
Storage temperature: 300 K
log10 of storage factor on D: -36.7
Other reading of D, kinetic value: 3.27e-20 cm2/s
Other reading of D, one-axis spread: 0.154 nm
Other reading of D, e-folding time: 5.7 days
Surface diffusion coefficient (rough): 1.0e-12 cm2/s
Growth rate (rough): 1.0 um/h
Time to grow one plane: 1.06 s
One-axis surface spread in that time: 14.5 nm
ALL CHECKS PASSED
```
